# Cholesky reduction and canonical orthogonalization of an ill-conditioned LAPW eigenproblem

The wave function of a valence electron in a crystal is smooth between the atoms compared with its rapid variation near each nucleus. The linearized augmented plane wave (LAPW) basis follows this division: each function is a plane wave in the interstitial region and is replaced near the atom by solutions of the local Schrödinger equation at a fixed energy together with their energy derivatives. The replacement discards part of the plane wave. Sums of plane waves that are concentrated in the discarded region become nearly vanishing combinations of basis functions, and adding more plane waves makes the basis more complete and less independent at once. How should the matrix eigenproblem be solved so that the second effect does not spoil the first?

## A model in which the trouble is visible

Take one electron in a fixed one-dimensional periodic potential of period \(a\), equal to \(-V_0\) for \(|x|<R\) and zero elsewhere in the cell. Write \(t=\hbar^2/2m\). The wave numbers are \(K=2\pi(n+0.15)/a\), with \(N\) consecutive integers \(n\) centred on zero. Outside the well, \(\varphi_K=e^{iKx}/\sqrt a\). Inside,

\[
\varphi_K=A_e u_e+B_e\dot u_e+i\,(A_o u_o+B_o\dot u_o),
\]

where \(u_e=\cos qx\), \(u_o=\sin qx\), \(q^2=(E_l+V_0)/t\), and the dot is the derivative with respect to the linearization energy \(E_l\). For each parity, value and slope are matched at \(R\):

\[
Au+B\dot u=v,\qquad Au'+B\dot u'=v'.
\]

Here \((v,v')=(\cos KR,\,-K\sin KR)/\sqrt a\) for the even part and \((\sin KR,\,K\cos KR)/\sqrt a\) for the odd part. With \(D=u\dot u'-u'\dot u\), the solution is

\[
A=(v\dot u'-v'\dot u)/D,\qquad B=(uv'-u'v)/D .
\]

\(D\) cannot vanish. Differentiating \((\hat H-E_l)u=0\) with respect to \(E_l\) gives \((\hat H-E_l)\dot u=u\). Multiply this by \(u\), subtract \(\dot u(\hat H-E_l)u=0\), and integrate from 0 to \(R\). The terms at 0 vanish by parity, leaving \(-tD=\int_0^R u^2dx>0\).

In the matrix elements even–odd products integrate to zero, and the factors \(i\) give \((-i)(i)=1\), so everything is real. With \(g=K'-K\), a multiple of \(2\pi/a\), the interstitial overlap is

\[
I_{KK'}=\frac1a\int_R^{a-R}e^{igx}dx=\frac{e^{-igR}-e^{igR}}{iga}=-\frac{2\sin gR}{ga},
\]

or \(1-2R/a\) if \(g=0\). Summing over the parities \(p\), with \(f_K=Au+B\dot u\),

\[
S_{KK'}=I_{KK'}+\sum_p\int_{-R}^{R}f_Kf_{K'}\,dx,
\]
\[
H_{KK'}=tKK'I_{KK'}+\sum_p\int_{-R}^{R}(tf_K'f_{K'}'-V_0f_Kf_{K'})\,dx .
\]

The gradient form of the kinetic energy equals \(-t\int\varphi_K^*\varphi_{K'}''dx\), because value and slope are continuous and the boundary terms of the partial integration cancel.

For a trial function \(\sum_K c_K\varphi_K\), stationarity of the energy gives \(Hc=\varepsilon Sc\), and \(c^\dagger Sc\) is its squared norm. The original plane waves are orthonormal on the whole cell, so a vector with \(|c|=1\) describes a plane-wave sum of norm one. Suppose that this sum is concentrated in the well, with small interstitial amplitude and small value and slope at \(\pm R\). The augmented function is then small outside, and small inside too, because the matching is linear in those values and slopes. Such a vector gives \(c^\dagger Sc\ll1\), so \(S\) has a small eigenvalue.

## Keeping the problem Hermitian

The naive step is to diagonalize \(S^{-1}H\). Its adjoint is \(HS^{-1}\), in general a different matrix, so the Hermitian structure that guarantees real eigenvalues is lost to the solver. A symmetric division by \(S\) is wanted.

Orthonormalize the basis functions one after another, \(\varphi_j=\sum_{k\le j}\chi_kL_{jk}^*\). Then \(S_{ij}=\langle\varphi_i|\varphi_j\rangle=\sum_kL_{ik}L_{jk}^*\), that is \(S=LL^\dagger\) with \(L\) lower triangular. Solving for the elements column by column gives the Cholesky recursion

\[
L_{jj}=\Big(S_{jj}-\sum_{k<j}|L_{jk}|^2\Big)^{1/2},\qquad
L_{ij}=\frac{S_{ij}-\sum_{k<j}L_{ik}L_{jk}^*}{L_{jj}}\quad(i>j).
\]

\(L_{jj}\) is the length of the part of \(\varphi_j\) not contained in the earlier functions. It is positive if the basis is linearly independent.

Put \(c=L^{-\dagger}y\). Then \(HL^{-\dagger}y=\varepsilon LL^\dagger L^{-\dagger}y=\varepsilon Ly\), and multiplication by \(L^{-1}\) gives

\[
Ay=\varepsilon y,\qquad A=L^{-1}HL^{-\dagger}=A^\dagger .
\]

No inverse is formed. One solves \(LX=H\), and then \(LA=X^\dagger\), which holds because \(X^\dagger=HL^{-\dagger}\). The vectors follow from \(L^\dagger c=y\), and \(y^\dagger y=c^\dagger Sc=1\).

## What a small error in the matrices does

Let \(s_{\min}\) and \(s_{\max}\) be the extreme eigenvalues of \(S\), \(\kappa=s_{\max}/s_{\min}\), \(\varepsilon_{\max}=\max_i|\varepsilon_i|\), and let \(\|\cdot\|\) be the spectral norm. Changing \(H\) and \(S\) slightly gives, to first order,

\[
\delta H\,c+H\,\delta c=\delta\varepsilon\,Sc+\varepsilon\,\delta S\,c+\varepsilon S\,\delta c .
\]

Multiply by \(c^\dagger\). The terms with \(\delta c\) cancel because \(c^\dagger(H-\varepsilon S)=0\), and for a nondegenerate level

\[
\delta\varepsilon_i=c_i^\dagger(\delta H-\varepsilon_i\,\delta S)c_i .
\]

Let both matrices have relative error at most \(\eta\) in norm. Since \(H=LAL^\dagger\) and \(\|L\|^2=s_{\max}\), we have \(\|H\|\le s_{\max}\varepsilon_{\max}\), and so

\[
|\delta\varepsilon_i|\le2\eta\,\kappa_i\,\varepsilon_{\max},\qquad \kappa_i=s_{\max}|c_i|^2 .
\]

Each state has its own amplification \(\kappa_i\). From \(1=c_i^\dagger Sc_i\ge s_{\min}|c_i|^2\) follows \(\kappa_i\le\kappa\). Collecting the vectors as columns, \(C=L^{-\dagger}Y\) with \(Y\) unitary, gives \(CC^\dagger=S^{-1}\). Its trace is \(\sum_i|c_i|^2\ge1/s_{\min}\), and the largest of \(N\) terms is at least their mean:

\[
\kappa/N\le\max_i\kappa_i\le\kappa .
\]

The condition number therefore measures the most sensitive eigenvalue; other eigenvalues may be far less sensitive. The amplification can be reached: \(\delta S=\eta s_{\max}c_ic_i^\dagger/|c_i|^2\) has norm \(\eta s_{\max}\) and shifts the level by \(-\varepsilon_i\eta\kappa_i\).

A bound without the first-order assumption holds for \(\|\delta S\|<s_{\min}\). Order the eigenvalues upwards, and let \(\tilde H,\tilde S\) be the changed matrices. In the span of \(c_1,\dots,c_i\), \(c^\dagger Hc\le\varepsilon_ic^\dagger Sc\), hence

\[
c^\dagger\tilde Hc\le\varepsilon_i\,c^\dagger\tilde Sc+(\|\delta H\|+|\varepsilon_i|\,\|\delta S\|)\,|c|^2 .
\]

Insert \(|c|^2\le c^\dagger\tilde Sc/(s_{\min}-\|\delta S\|)\). The min-max principle then bounds \(\tilde\varepsilon_i\) from above. The span of \(c_i,\dots,c_N\), with the inequalities reversed, bounds it from below:

\[
|\tilde\varepsilon_i-\varepsilon_i|\le\frac{\|\delta H\|+|\varepsilon_i|\,\|\delta S\|}{s_{\min}-\|\delta S\|}.
\]

## What the arithmetic adds

Let \(\mathrm u=1.1\times10^{-16}\) be the unit roundoff of double precision, and let \(p\) stand for a modest power of \(N\), not the same at each occurrence. The estimates are to leading order in \(\mathrm u\) and need \(N^2\mathrm u\kappa\ll1\).

In the factorization, rounding errors are relative to products \(|L_{ik}L_{jk}|\). Because \(\sum_k|L_{ik}|^2=S_{ii}\), their sum is at most \(\sqrt{S_{ii}S_{jj}}\le s_{\max}\). The computed factor thus belongs to a matrix \(S+\delta S\) with \(\|\delta S\|\le p\,\mathrm u\,s_{\max}\), which shifts levels by at most \(p\,\mathrm u\,\kappa\,\varepsilon_{\max}\).

In a triangular solve, the roundings can be assigned to relative changes of the elements of \(L\). Each column \(x\) of \(X\) then has the error \(-L^{-1}\delta L\,x\), with \(\|\delta L\|\le p\,\mathrm u\|L\|\). Since \(X=AL^\dagger\), \(\|X\|\le\|A\|\,\|L\|\). The second solve multiplies the error of \(X\) by another inverse factor:

\[
\|\delta A\|\le p\,\mathrm u\,\|L^{-1}\|^2\|L\|^2\|A\|=p\,\mathrm u\,\kappa\,\varepsilon_{\max}.
\]

The second solve's own rounding is smaller, of order \(\mathrm u\sqrt\kappa\,\varepsilon_{\max}\), and a backward stable diagonalization of \(A\) adds \(p\,\mathrm u\,\varepsilon_{\max}\). The bound for the whole reduction is \(p\,\mathrm u\,\kappa\,\varepsilon_{\max}\).

For numbers, take \(a=0.40\) nm, \(R=0.11\) nm, \(V_0=10\) eV and \(E_l=-6\) eV. The table gives the largest absolute eigenvalue error relative to a 60-digit solution in the same basis; \(\kappa_1\) belongs to the lowest state. The last column is explained below.

| \(N\) | \(\kappa\) | \(\kappa_1\) | Cholesky (eV) | canonical, all kept (eV) |
|---|---|---|---|---|
| 5 | 8.5e1 | 4.3 | 1.3e-13 | 2.3e-14 |
| 9 | 2.9e6 | 23 | 9.2e-10 | 1.1e-8 |
| 13 | 3.8e10 | 2.6e2 | 2.9e-5 | 1.6e-4 |
| 15 | 2.6e12 | 2.8e3 | 6.1e-3 | 2.2e-2 |

At \(N=15\), \(\varepsilon_{\max}=1747\) eV, and \(\mathrm u\kappa\varepsilon_{\max}=1.11\times10^{-16}\times2.58\times10^{12}\times1747\ \text{eV}=0.50\) eV. The Cholesky error in this run is about 1% of this scale; reordering the basis functions can change it by more than a factor of ten. Over the six bases computed, the largest error divided by \(\varepsilon_{\max}\) grows as \(\kappa^{0.87}\), close to the linear growth of the bound.

The lowest level behaves differently: at \(N=15\) its Cholesky error is \(1.1\times10^{-13}\) eV. Storage and factorization errors are changes of \(H\) and \(S\), so for this level their scale is \(\mathrm u\kappa_1\varepsilon_{\max}=1.11\times10^{-16}\times2.81\times10^{3}\times1747\ \text{eV}=5.5\times10^{-10}\) eV instead of 0.50 eV; the observed error lies well below even this. The bound on the triangular solves does not distinguish between states, so the smallness of their effect on this level is an observation here, not a derived result.

The aligned perturbation can be checked by hand at \(N=9\). The top state has \(\varepsilon=348.6\) eV and \(\kappa_i=2.69\times10^6\). With \(\eta=3.48\times10^{-13}\), the predicted shift is \(-348.6\times3.48\times10^{-13}\times2.69\times10^6\ \text{eV}=-3.26\times10^{-4}\) eV, and the high-precision solution gives the same.

At \(N=35\), \(\kappa=1.2\times10^{31}\). The smallest eigenvalue of \(S\), \(4.9\times10^{-29}\), is far below the rounding error of the stored matrix, and several computed eigenvalues are negative (three in this run; the count changes with the ordering of the basis). The recursion meets the square root of a negative number and stops. Success of the factorization is no certificate of accuracy, however: at \(N=15\) it succeeds, and the worst eigenvalue is wrong by \(6\times10^{-3}\) eV.

## Removing what cannot be resolved

The eigenvectors of \(S\) separate the well-determined combinations from the nearly vanishing ones. Write \(S=V\,\mathrm{diag}(s_j)\,V^\dagger\), keep the columns with \(s_j>\tau s_{\max}\), and divide each by \(\sqrt{s_j}\):

\[
X_\tau=V_{\rm keep}\,\mathrm{diag}(s_j^{-1/2}),\qquad X_\tau^\dagger SX_\tau=1 .
\]

With \(c=X_\tau y\), the problem becomes \(X_\tau^\dagger HX_\tau\,y=\varepsilon y\). This is canonical orthogonalization.

If all vectors are kept, nothing is gained in the bound. The computed \(s_j\) have absolute errors of order \(\mathrm u\,s_{\max}\), hence relative errors up to order \(\mathrm u\kappa\), and the roundings in \(X^\dagger HX\) reach \(\mathrm u\|H\|/s_{\min}\le\mathrm u\kappa\varepsilon_{\max}\). The last column of the table confirms it, with growth as \(\kappa^{0.95}\). The cure is the discarding, which replaces \(\kappa\) by the condition number of the kept part, less than \(1/\tau\). One proviso concerns the cut. Rounding mixes a kept vector \(k\) with a discarded vector \(j\) by \(v_j^\dagger\delta S\,v_k/(s_k-s_j)\), so the cut should not separate two nearly equal eigenvalues.

The price is a smaller variational space, in which by the min-max principle no level can fall below its full-basis value. For the lowest state the loss can be bounded. Let \(d\) be the part of \(c_1\) in the discarded space and use \(c_1-d\) as trial vector. Because \((H-\varepsilon_1S)c_1=0\),

\[
(c_1-d)^\dagger(H-\varepsilon_1S)(c_1-d)=d^\dagger(H-\varepsilon_1S)d .
\]

\(S\) does not couple the kept and discarded spaces, so \((c_1-d)^\dagger S(c_1-d)=1-d^\dagger Sd\). Dividing, for \(d^\dagger Sd<1\),

\[
0\le\tilde\varepsilon_1-\varepsilon_1\le\frac{d^\dagger(H-\varepsilon_1S)d}{1-d^\dagger Sd}.
\]

The loss is of second order in \(d\). For \(N=35\), where Cholesky factorization fails:

| \(\tau\) | kept | truncation, lowest level (eV) | largest rounding error, any level (eV) |
|---|---|---|---|
| 1e-3 | 18 | 3.4 | 8.0e-11 |
| 1e-6 | 20 | 3.0e-2 | 1.0e-8 |
| 1e-9 | 23 | 3.4e-6 | 4.8e-5 |
| 1e-12 | 25 | 9.6e-7 | 1.2e-2 |

Truncation is measured against the full 35-function basis, rounding against a high-precision solution in the same truncated space. The bound for \(\tau=10^{-9}\) is \(3.6\times10^{-6}\) eV, close to the actual loss.

The loss of 3.4 eV at \(\tau=10^{-3}\) illustrates that the meaning of a relative threshold depends on \(s_{\max}\), and hence on the relative normalization of the basis functions. Here \(s_{\max}\approx569\), so the cut lies at \(s=0.57\), comparable with the unit norm of the original plane waves. It removes two combinations that \(\tau=10^{-6}\) keeps. The kept part there has condition number \(8.94\times10^4\), so both have \(s\ge569/8.94\times10^4=6.4\times10^{-3}\), far above the rounding level \(\mathrm u\,s_{\max}\approx6\times10^{-14}\). The large \(s_{\max}\) comes from the matching: \(v'\) is proportional to \(K\), so \(A\) and \(B\) contain terms linear in \(K\), and \(S_{KK}\) contains a term growing as \(K^2\). Scaling the functions to \(S_{KK}=1\) lowers \(s_{\max}\) to about 23 and the loss at \(\tau=10^{-3}\) to 0.14 eV, so normalization reduces the loss at this threshold but does not remove it.

The choice of \(\tau\) should also respect the error of the basis itself. The full-basis lowest level is \(-7.12042\) eV, and the Kronig–Penney condition, which solves this model potential without a basis, gives \(-7.12046\) eV. The difference of \(4.0\times10^{-5}\) eV stems from linearizing about \(E_l=-6\) eV, 1.1 eV above the level; with \(E_l\) placed at the exact level, the same 35 functions reproduce the Kronig–Penney value far beyond double precision. At \(\tau=10^{-9}\) the truncation of the lowest level is about a tenth of that, and the largest rounding error of any retained level, \(4.8\times10^{-5}\) eV in this run, is of the same order as the basis error. For this \(E_l\), a smaller \(\tau\) improves the lowest level by an amount that the basis error hides, and costs accuracy in the most sensitive level. Truncation of higher levels was not evaluated separately and must be examined if they are wanted.

The resulting scheme begins with an estimate of \(\kappa\). If \(\mathrm u\kappa\varepsilon_{\max}\), with an allowance for \(p\), is below the accuracy required of all levels, Cholesky reduction keeps the full variational space and is sufficient, provided the matrix elements themselves are accurate to \(\mathrm u\). If they carry independent errors of relative size \(\eta>\mathrm u\), for example from numerical integration, \(\eta\) takes the place of \(\mathrm u\) here and in the choice of \(\tau\): at \(N=11\), where \(\mathrm u\kappa\varepsilon_{\max}=2\times10^{-5}\) eV, random element errors of \(10^{-12}\) move the worst level by about \(10^{-2}\) eV. Otherwise ask first whether a smaller basis already converges the wanted levels. In this model \(N=9\) (\(RK_{\max}=7.2\)) puts the lowest level \(8.5\times10^{-6}\) eV above its \(N=35\) value, less than the linearization error, and \(N=15\) puts it \(2.2\times10^{-6}\) eV above, closer than \(N=35\) truncated at \(\tau=10^{-9}\); the factorization first fails near \(N=25\), \(RK_{\max}\approx21\). If the large basis must be kept, diagonalize \(S\), discard below \(\tau s_{\max}\), and compare the wanted levels over several decades of \(\tau\), looking for stability to the required accuracy. Agreement between two nearby thresholds proves little, because there may be no eigenvalue of \(S\) between them: at \(N=35\), \(\tau=10^{-3}\) and \(\tau=2\times10^{-4}\) keep the same 18 vectors, and the lowest level is wrong by 3.4 eV with both. The numerical check carries out both branches.

## Values computed for the example and the checks

```
hbar^2/(2m) = 0.03809982 eV nm^2
period a = 0.40 nm, well half-width R = 0.11 nm
well depth V0 = 10.0 eV, E_lin = -6.0 eV
Bloch vector = 0.15 * 2 pi/a
unit roundoff u = 1.110e-16
Nested bases; amp = s_max*|c|^2; errors against 60 digits
N= 5 s_min=3.78e-02 s_max=3.20 kappa=8.45e+01 max|eps|=49.8 eV
   amp: largest 7.22e+01, lowest state 4.32e+00
   max error: Cholesky 1.3e-13 eV, canonical, all kept 2.3e-14 eV
   lowest-state error: Cholesky 7.6e-15 eV, canonical 5.7e-15 eV
N= 7 s_min=3.58e-04 s_max=5.41 kappa=1.51e+04 max|eps|=154.8 eV
   amp: largest 1.38e+04, lowest state 8.47e+00
   max error: Cholesky 1.7e-11 eV, canonical, all kept 4.3e-11 eV
   lowest-state error: Cholesky 7.6e-15 eV, canonical 3.0e-15 eV
N= 9 s_min=4.27e-06 s_max=12.26 kappa=2.87e+06 max|eps|=348.6 eV
   amp: largest 2.69e+06, lowest state 2.25e+01
   max error: Cholesky 9.2e-10 eV, canonical, all kept 1.1e-08 eV
   lowest-state error: Cholesky 1.9e-14 eV, canonical 1.6e-15 eV
N=11 s_min=5.97e-08 s_max=16.56 kappa=2.77e+08 max|eps|=652.7 eV
   amp: largest 2.68e+08, lowest state 4.32e+01
   max error: Cholesky 1.0e-06 eV, canonical, all kept 1.2e-07 eV
   lowest-state error: Cholesky 1.1e-14 eV, canonical 1.5e-14 eV
N=13 s_min=9.16e-10 s_max=34.36 kappa=3.75e+10 max|eps|=1102.5 eV
   amp: largest 3.65e+10, lowest state 2.59e+02
   max error: Cholesky 2.9e-05 eV, canonical, all kept 1.6e-04 eV
   lowest-state error: Cholesky 1.4e-14 eV, canonical 1.4e-14 eV
N=15 s_min=1.48e-11 s_max=38.32 kappa=2.58e+12 max|eps|=1747.4 eV
   amp: largest 2.43e+12, lowest state 2.81e+03
   max error: Cholesky 6.1e-03 eV, canonical, all kept 2.2e-02 eV
   lowest-state error: Cholesky 1.1e-13 eV, canonical 1.6e-13 eV
exponent of max error/max|eps| in kappa: Cholesky 0.87, canonical 0.95
N=9 aligned change of S, relative size 3.48e-13:
   state 9, eps = 348.641 eV, shift -3.26303e-04 eV, first order -3.26303e-04 eV
N=9 random changes, size 0.1/kappa: largest shift/bound = 0.412
N=35: s_min=4.92e-29, kappa=1.16e+31, max|eps|=35678.4 eV
   double-precision Cholesky breaks down: True; negative computed s: 3
tau=1e-03: kept 18, kappa of kept part 8.53e+02
   lowest state: truncation 3.37e+00 eV (bound 4.77e+00 eV), rounding 4.7e-14 eV
   largest rounding error of any state 8.0e-11 eV
tau=1e-06: kept 20, kappa of kept part 8.94e+04
   lowest state: truncation 2.96e-02 eV (bound 3.25e-02 eV), rounding 1.4e-14 eV
   largest rounding error of any state 1.0e-08 eV
tau=1e-09: kept 23, kappa of kept part 5.92e+08
   lowest state: truncation 3.36e-06 eV (bound 3.64e-06 eV), rounding 6.8e-14 eV
   largest rounding error of any state 4.8e-05 eV
tau=1e-12: kept 25, kappa of kept part 3.91e+11
   lowest state: truncation 9.59e-07 eV (bound 1.04e-06 eV), rounding 3.4e-13 eV
   largest rounding error of any state 1.2e-02 eV
lowest level: LAPW N=35 -7.12041960 eV, Kronig-Penney -7.12045993 eV
   LAPW minus Kronig-Penney = 4.03e-05 eV
```
